How the linear-response U in DFT+U depends on the projector, part 1

(Sections cited here and not found follow in the second part.)

**Whether a U can be carried from one projector to another**

A DFT+U calculation is being set up, and a value of U for the element in question is at hand. It came from a linear-response calculation in another code, with the same functional and the same structure. The other code counts the electrons on the atom with orthogonalized atomic orbitals, and the present one counts them with an orbital cut off at a sphere. The choice is between typing the number in and computing U again. Typing it in rests on the belief that U is a property of the element, or at least of the element in its compound. One molecule, one geometry and one functional are enough to refute that belief.

**Definitions**

The setting is spin-restricted Kohn–Sham theory for a closed shell with a gap, with real orbitals and static perturbations. The density matrix D is summed over spin. The occupation of the Hubbard site is defined by a Hermitian operator P:

n = Tr(PD)

The term αP is added to the Kohn–Sham Hamiltonian F, for both spins alike. The screened response χ = dn/dα is taken at self-consistency. The bare response χ₀ is the same derivative with the Hartree and exchange-correlation potential frozen at its α = 0 form. With one Hubbard site the responses are numbers, and

U = 1/χ₀ − 1/χ

A positive α pushes electrons off the site, so both responses are negative. Energies are in eV and lengths in bohr.

**Counter-example: one hydrogen atom, seven values of U**

The system is H₂ at d = 1.4 bohr in the local density approximation (Slater exchange, VWN5 correlation) and the STO-3G basis. The basis holds two normalized functions, a on atom A and b on atom B, with overlap S = ⟨a|b⟩ = 0.6593. Atom A is the Hubbard site. Hydrogen is used because the algebra closes, not because H₂ calls for a Hubbard correction. Inversion symmetry fixes the occupied orbital g and the empty orbital u:

g = (a + b)/√(2(1 + S)),  u = (a − b)/√(2(1 − S))

The only way the density can respond is by mixing u into g, as g → g + xu. The norm changes only at order x². Two electrons occupy g and the cross term in (g + xu)² appears twice, so to first order

δρ(r) = 2 · 2x g(r)u(r) = 4x g(r)u(r)

δD = 2x(|g⟩⟨u| + |u⟩⟨g|),  δn = Tr(P δD) = 4xp,  p = ⟨g|P|u⟩

The density change alters the potential by δv(r) = ∫f(r,r′)δρ(r′)dr′, where f = 1/|r − r′| + δv_xc/δρ is the Hartree-exchange-correlation kernel, differentiated with respect to the total density. Its matrix element between u and g is

⟨u|δv|g⟩ = 4xK,  K = ∫∫ g(r)u(r) f(r,r′) g(r′)u(r′) dr dr′

First-order perturbation theory gives x = −⟨u|δF|g⟩/Δ, with Δ = ε_u − ε_g and δF = αP + δv. Multiplying by Δ,

Δx = −αp − 4Kx,  so  x = −αp/(Δ + 4K)

Inserting x in δn = 4xp and dividing by α gives χ. Dropping δv, which sets K = 0 in this line, gives χ₀:

χ₀ = −4p²/Δ,  χ = −4p²/(Δ + 4K)

In the difference of the inverses Δ cancels:

U = −Δ/(4p²) + (Δ + 4K)/(4p²) = K/p²

Neither Δ nor K contains P. For this molecule Δ = 20.345 eV and K = 4.9323 − 1.8963 = 3.0360 eV, the first term being the Hartree part and the second the exchange-correlation part, so 4K = 12.144 eV and Δ + 4K = 32.489 eV. The screening ratio χ/χ₀ = Δ/(Δ + 4K) = 20.345/32.489 = 0.6262 is the same for every P. The value of U is not, because p is set by the projector.

*Orthogonalization.* Writing a = ½[(a + b) + (a − b)] and using the definitions of g and u,

a = √((1 + S)/2) g + √((1 − S)/2) u

For the bare atomic projector P = |a⟩⟨a| the product of the two coefficients is p = √(1 − S²)/2, and n = 2⟨g|a⟩² = 1 + S. The Löwdin orbital ã is obtained by applying the inverse square root of the overlap matrix. That matrix has the eigenvalue 1 + S on the vector (1, 1) and 1 − S on (1, −1), so the symmetric half of a is divided by √(1 + S) and the antisymmetric half by √(1 − S):

ã = ½[(a + b)/√(1 + S) + (a − b)/√(1 − S)] = (g + u)/√2

Here p = 1/2 and n = 1. Therefore

U_Löwdin = 4K,  U_atomic = 4K/(1 − S²)

These results were tested against the definition itself. The numerical check solves the Kohn–Sham equations at α = ±0.05 eV, takes central differences, and requires χ₀, χ and U to agree with the formulas to 2 parts in 10⁴ of their own value; the difference formula has a relative error of order α². For the Löwdin projector

U = −1/0.049151 + 1/0.030779 = −20.35 + 32.49 = 12.14 eV

and for the atomic projector

U = −1/0.027785 + 1/0.017400 = −35.99 + 57.47 = 21.48 eV

The ratio is 1.769, equal to 1/(1 − S²) = 1/0.5653. The four-figure values serve this comparison; as properties of hydrogen they are limited by the basis, as the larger basis will show.

For any normalized orbital φ, inside the basis or not, set ξ = ⟨g|φ⟩ and η = ⟨φ|u⟩. Then |p| = |ξη| ≤ (ξ² + η²)/2 ≤ 1/2, the first step from (|ξ| − |η|)² ≥ 0 and the second from Bessel's inequality. With K > 0 this gives the bound U ≥ 4K in this model, and the Löwdin orbital attains it.

*Radius.* The truncated and renormalized orbital is

φ_R = θ(R − r) a(r)/√s,  s = ⟨a|θ|a⟩

with r measured from nucleus A and θ the step function. The finite-difference results are:

R = 0.5: |p| = 0.0799, U = 476 eV
R = 0.7: |p| = 0.1523, U = 131 eV
R = 1.0: |p| = 0.2525, U = 47.6 eV
R = 1.5: |p| = 0.3533, U = 24.3 eV
R = 2.5: |p| = 0.3811, U = 20.9 eV

In each line Up² = 3.036 eV; for R = 1.0, 3.0360/0.2525² = 47.6 eV. At R = 0.7 bohr the spheres on the two atoms just touch. With the Löwdin and atomic values there are seven results between 12.1 and 476 eV, a factor of 39, for one atom in one electronic ground state.

For small R every orbital ψ is nearly constant in the sphere of volume V = 4πR³/3, so s ≈ a(0)²V and

⟨ψ|φ_R⟩ ≈ ψ(0)a(0)V/(a(0)√V) = ψ(0)√V,  p ≈ g(0)u(0)V

Hence U ∝ R⁻⁶ at leading order. The program tests the prefactor at R = 0.01 bohr with |g(0)u(0)| = 0.2496 bohr⁻³ and finds the slope d ln U/d ln R = −6.000 between 0.005 and 0.01 bohr. The radii in the list are far from this limit: at R = 0.5 the leading term gives 0.2496 × 4π(0.5)³/3 = 0.131 against the true 0.0799.

For large R, φ_R → a, and at R = 6 bohr U = 21.48 eV, the atomic value. The approach is not monotonic, since R = 2.5 gives 20.9 eV, which lies below the limit. The reason follows from differentiating p = ⟨g|θa⟩⟨θa|u⟩/s. Because a is spherical, d⟨ψ|θa⟩/dR = 4πR² a(R) ψ̄(R), with ψ̄ the average of ψ over the sphere of radius R. Then

d ln p/dR = 4πR² a [ḡ/⟨g|θa⟩ + ū/⟨u|θa⟩ − a/s]

At large R the denominators take their limits √((1 + S)/2), √((1 − S)/2) and 1. With ḡ = (a + b̄)/√(2(1 + S)) and ū = (a − b̄)/√(2(1 − S)) the bracket becomes

(a + b̄)/(1 + S) + (a − b̄)/(1 − S) − a = [2a − 2S b̄ − (1 − S²)a]/(1 − S²) = [(1 + S²)a − 2S b̄]/(1 − S²)

It is negative once b̄/a > (1 + S²)/(2S) = 1.4347/1.3186 = 1.09. For a Gaussian of exponent β, |r − d|² = r² + d² − 2rd cos ϑ, and averaging exp(2βrd cos ϑ) over cos ϑ gives b̄/a = exp(−βd²) sinh(2βRd)/(2βRd), which grows without bound. At large R the smallest exponent dominates both a and b̄, so the condition is eventually met. Thus p falls toward its limit from above and U rises toward its limit from below: since the threshold exceeds 1, this needs ū < 0, meaning that the outer shells pass through the neighbour's region, where u has the opposite sign. The normalization term −a/s also matters, because without it the threshold would be 1/S = 1.52 instead of 1.09.

*Surroundings.* The conversion factor 1/(1 − S²) is itself no property of the element. At d = 2.0 bohr, S = 0.4628, U_Löwdin = 14.49 eV and U_atomic = 18.44 eV, a ratio of 1.273 = 1/(1 − 0.2142). The Löwdin value has risen with the bond length while the atomic value has fallen.

**What the transferred number does to the energy**

With one orbital per site, the Dudarev correction and its potential for spin σ, the derivative of E_U with respect to the density matrix of that spin, are

E_U = (U/2) Σ_I Σ_σ n_Iσ(1 − n_Iσ),  V_σ = U Σ_I (½ − n_Iσ) P_I

Let both atoms carry the same U, with P_B the mirror image of P_A, and let φ lie in the space of g and u, so that ξ² + η² = 1. At the symmetric restricted density n_σ = ξ² and 1 − n_σ = η² on both sites. Under inversion u changes sign, so p_B = −p_A and ⟨g|V_σ|u⟩ ∝ p_A + p_B = 0. The density therefore stays self-consistent; the program tests this, but not its stability against breaking of spin or spatial symmetry. Since n_σ(1 − n_σ) = ξ²η² = p², the four terms give

E_U = 4 · (U/2) p² = 2Up²

If U was computed with the projector to which it is applied, Up² = K and E_U = 2K = 6.072 eV for the Löwdin pair and the atomic pair alike. If U_Löwdin is put into atomic projectors, E_U = 2 · 4K · (1 − S²)/4 = 2K(1 − S²) = 6.072 × 0.5653 = 3.433 eV, which is 43% below the consistent value. If U_atomic is put into Löwdin projectors, E_U = 2K/(1 − S²) = 10.741 eV, which is 77% above it. Forces differ as well. A fixed U gives E_U = U/2 with Löwdin projectors, independent of d. With atomic projectors it gives U(1 − S²)/2, which for U = 12.144 eV goes from 3.43 eV at 1.4 bohr to 12.144 × 0.7858/2 = 4.77 eV at 2.0 bohr.

Consistent pairs still are not the same functional. On each site ⟨g|P_I|g⟩ = n_σ and ⟨u|P_I|u⟩ = 1 − n_σ, so the eigenvalue gap changes by

⟨u|V|u⟩ − ⟨g|V|g⟩ = U(½ − n_σ) · 2 · [(1 − n_σ) − n_σ] = U(1 − 2n_σ)²

For Löwdin orbitals n_σ = ½ and the shift is zero for any U. For atomic orbitals n_σ = (1 + S)/2 = 0.8297, so 1 − 2n_σ = −S and the shift is US² = 21.48 × 0.4347 = 9.34 eV with the consistent U, or 5.28 eV with the transferred one. Recomputing U makes the parameter match the projector, and the choice of projector remains a choice of functional.

**The general statement**

Take any number of doubly occupied orbitals i, j and empty orbitals a, b in a finite basis (from here these letters are indices; the atomic function is written "the orbital a" where it returns). Collect the pairs (ia) into one index and define

p_ia = ⟨i|P|a⟩,  Δ_ia,jb = (ε_a − ε_i) δ_ij δ_ab

K_ia,jb = ∫∫ ψ_i(r)ψ_a(r) f(r,r′) ψ_j(r′)ψ_b(r′) dr dr′,  M = Δ + 4K

Assume a gap, so that Δ is positive definite, a stable ground state, so that M is positive definite, and p ≠ 0. Then:

(1) χ₀ = −4pᵀΔ⁻¹p and χ = −4pᵀM⁻¹p = d²E/dα². The projector enters through p alone.

(2) U = ∫∫ w₀(r) f(r,r′) w(r′) dr dr′, where w₀ = δρ₀/δn₀ and w = δρ/δn are the bare and screened density changes per electron counted by P.

(3) If p′ = λp, then χ₀′ = λ²χ₀, χ′ = λ²χ and U′ = U/λ². This covers P → sP, P → P + c·1 and any system with a single transition.

(4) For two arbitrary projectors, with κ = χ/χ₀,

U′/U = (χ₀/χ₀′) · (1/κ′ − 1)/(1/κ − 1)

and κ depends on the direction of p. It is the same for all directions only if K is proportional to Δ.

*Proof of (1).* Vary Fψ_i = ε_iψ_i to first order: (F − ε_i)δψ_i = −(δF − δε_i)ψ_i. Projection on an empty orbital, with x_ia = ⟨a|δψ_i⟩ and ⟨a|i⟩ = 0, gives (ε_a − ε_i)x_ia = −⟨a|δF|i⟩. Components of δψ_i along other occupied orbitals obey ⟨j|δψ_i⟩ = −⟨i|δψ_j⟩, because orthonormality is kept, and cancel in pairs in D. What remains is

δD = 2Σ x_ia(|i⟩⟨a| + |a⟩⟨i|),  δρ = 4Σ x_ia ψ_iψ_a,  δn = 4pᵀx

Then ⟨a|δv|i⟩ = 4(Kx)_ia, and the projected equation reads Δx = −αp − 4Kx, or Mx = −αp. Solving, x = −αM⁻¹p and δn = −4α pᵀM⁻¹p. The frozen potential gives x₀ = −αΔ⁻¹p and δn₀ = −4α pᵀΔ⁻¹p. For the energy, E(α) = min_D {E[D] + αTr(PD)} is stationary in D, so only the explicit α-dependence survives in the derivative: dE/dα = n, and d²E/dα² = χ.

This gives U its meaning. The lowest energy at fixed occupation is W(n) = E(α) − αn, so dW/dn = n dα/dn − n dα/dn − α = −α and d²W/dn² = −1/χ. The same construction for the band energy Tr(FD) with F frozen gives d²W₀/dn² = −1/χ₀. Thus U = W″ − W₀″ is an energy divided by a squared occupation, and P defines both the unit of occupation and the path along which the density is moved.

*Proof of (2).* The identity Δ⁻¹ − M⁻¹ = Δ⁻¹(M − Δ)M⁻¹ is confirmed by multiplying out the right side. With M − Δ = 4K,

this identity leads to (2), whose proof is completed in the next part. So far H₂ in a minimal basis has shown that U changes with the projector, and (1) has been proved; the rest of (2), the proofs of (3) and (4), the larger basis, the choice of sites and the conditions for transferring a U remain.
